# Why a Schottky back contact makes a CdTe solar cell roll over: a program that tests the result

```python
"""
Result under test: a solar cell whose back contact is a Schottky diode opposed
to the main junction obeys
  V = n1 Vt ln(1+(J+JL)/J0) - n2 Vt ln(1-J/Jb) + J Rs,
so forward current cannot pass Jb, and dJ/dV is greatest at
  J* = (sqrt(n1) Jb - sqrt(n2)(JL+J0)) / (sqrt(n1)+sqrt(n2)).
V: cell voltage; J: forward current density; Vt = kT/q; JL: photocurrent;
J0, n1: saturation current and ideality of the main junction;
Jb, n2: the same for the back contact; Rs: series resistance.
V1, V2: voltages on main junction and contact (V2 > 0: contact reversed).
The contact saturation current follows from hole drift, diffusion and emission.
Circuit units: V, mA/cm2, kiloohm cm2. Contact physics: SI inside.
Parameters are rough typical values for a thin-film CdTe cell.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q, kB, hbar = sc.e, sc.k, sc.hbar
T = 300.0
VT = kB * T / q
JL, J0, N1, N2, RS = 25.0, 2e-8, 1.5, 1.0, 1e-3
DOPING = 5e20            # holes per m3
MU_P, MU_N = 50e-4, 300e-4   # m2/Vs
M_H, M_E = 0.8 * sc.m_e, 0.1 * sc.m_e
EPS = 10.0 * sc.epsilon_0
THICK, GAP, V_BI, TAU_N = 4e-6, 1.5, 1.1, 1e-9
BARRIERS = (0.40, 0.45, 0.50)


def band_density(mass, temp):
    return 2 * (mass * kB * temp / (2 * np.pi * hbar**2))**1.5


def emission_velocity(temp):
    return np.sqrt(kB * temp / (2 * np.pi * M_H))


def contact(phi, v2=0.0, temp=T):
    """Saturation current (mA/cm2), band bending, field, width, vD."""
    vt = kB * temp / q
    nv = band_density(M_H, temp)
    bend = phi - vt * np.log(nv / DOPING) + v2
    field = np.sqrt(2 * q * DOPING * bend / EPS)
    width = 2 * bend / field
    integral = width * quad(
        lambda s: np.exp(-2 * bend / vt * (s - s * s / 2)), 0, 1,
        epsabs=1e-13, epsrel=1e-11)[0]
    v_diff = MU_P * vt / integral
    speed = 1 / (1 / emission_velocity(temp) + 1 / v_diff)
    jb = 0.1 * q * nv * speed * np.exp(-phi / vt)
    return jb, bend, field, width, v_diff


def solve_circuit(v, jb, jl=JL, rs=RS, n1=N1, n2=N2):
    """Solve current continuity for V1; return J, V1, V2."""
    def main(v1):
        return J0 * np.expm1(v1 / (n1 * VT)) - jl

    def mismatch(v1):
        j = main(v1)
        return j + jb * np.expm1(-(v - v1 - j * rs) / (n2 * VT))
    v1 = brentq(mismatch, -0.3, 0.95, xtol=1e-15, rtol=1e-15)
    j = main(v1)
    return j, v1, v - v1 - j * rs


def voltage_formula(j, jb):
    return (N1 * VT * np.log1p((j + JL) / J0)
            - N2 * VT * np.log1p(-j / jb) + j * RS)


def fill_factor(jb, voc):
    best = minimize_scalar(lambda v: v * solve_circuit(v, jb)[0],
                           bounds=(0.3, voc), method="bounded",
                           options={"xatol": 1e-8})
    jsc = -solve_circuit(0.0, jb)[0]
    return -best.fun / (voc * jsc), best.x


# Emission velocity and density of states from their defining integrals
flux = quad(lambda u: u * np.exp(-u * u / 2), 0, 12)[0] / np.sqrt(2 * np.pi)
v_r = emission_velocity(T)
assert abs(flux * np.sqrt(kB * T / M_H) / v_r - 1) < 1e-8
k_th = np.sqrt(2 * M_H * kB * T) / hbar
states = k_th**3 / np.pi**2 * quad(lambda u: u*u*np.exp(-u*u), 0, 10)[0]
nv300 = band_density(M_H, T)
assert abs(states / nv300 - 1) < 1e-8

# Contact law against direct integration of the hole transport equation
for phi in BARRIERS:
    for v2 in (-0.02, 0.05, 0.3):
        jb, bend, field, width, _ = contact(phi, v2)
        ends = []
        for start, drive in ((1.0, 0.0), (0.0, 1.0)):
            run = solve_ivp(
                lambda s, y: 2 * bend / VT * (1 - s) * y - drive,
                (1.0, 0.0), [start], method="DOP853", rtol=1e-10, atol=1e-17)
            ends.append(run.y[0, -1])
        equilibrium = np.exp(-(bend - v2) / VT)
        unit = MU_P * VT / width
        reduced = v_r * (equilibrium - ends[0]) / (unit + v_r * ends[1])
        j_direct = 0.1 * q * DOPING * unit * reduced
        j_law = -jb * np.expm1(-v2 / VT)
        assert abs(j_direct / j_law - 1) < 1e-5

# Circuit: formulas against root finding
voc_formula = N1 * VT * np.log1p(JL / J0)
rows = []
for phi in BARRIERS:
    jb = contact(phi)[0]
    for v in np.linspace(0, 1.2, 25):
        j = solve_circuit(v, jb)[0]
        assert j < jb
        assert abs(voltage_formula(j, jb) - v) < 1e-6
    voc = brentq(lambda v: solve_circuit(v, jb)[0], 0.5, 1.0, xtol=1e-13)
    assert abs(voc - voc_formula) < 1e-9
    h = 1e-4
    r_num = 2*h / (solve_circuit(voc+h, jb)[0] - solve_circuit(voc-h, jb)[0])
    r_back = N2 * VT / jb
    assert abs(r_num / (RS + N1*VT/(JL+J0) + r_back) - 1) < 1e-4
    h = 5e-4
    steep = minimize_scalar(
        lambda v: solve_circuit(v-h, jb)[0] - solve_circuit(v+h, jb)[0],
        bounds=(0.6, 1.1), method="bounded", options={"xatol": 1e-7})
    j_bend = ((np.sqrt(N1)*jb - np.sqrt(N2)*(JL+J0))
              / (np.sqrt(N1) + np.sqrt(N2)))
    assert abs(solve_circuit(steep.x, jb)[0] - j_bend) < 1e-3 * (jb + JL)
    ff, v_mp = fill_factor(jb, voc)
    rows.append((phi, jb, j_bend, voltage_formula(j_bend, jb),
                 1e3 * r_back, ff, v_mp))
assert rows[0][5] > rows[1][5] > rows[2][5]

# Equal idealities and no series resistance: explicit S-shaped curve
jb = contact(0.45)[0]
for v in np.linspace(0, 1.1, 23):
    e = np.exp(v / (1.5 * VT))
    s_curve = (J0 * (e - 1) - JL) / (1 + J0 * e / jb)
    found = solve_circuit(v, jb, rs=0.0, n1=1.5, n2=1.5)[0]
    assert abs(found - s_curve) < 1e-7 * (jb + JL)

# A constant resistance in place of the back diode gives no rollover
OPEN = 1e9
grid = np.arange(0.60, 1.201, 0.01)
r_only = RS + VT / jb
ohmic = np.array([solve_circuit(v, OPEN, rs=r_only)[0] for v in grid])
diode = np.array([solve_circuit(v, jb)[0] for v in grid])
assert np.all(np.diff(ohmic, 2) > 0)
assert np.any(np.diff(diode, 2) < 0)
ff_free = fill_factor(OPEN, voc_formula)[0]
assert ff_free > rows[0][5]


# Bias-dependent contact: field-dependent vD and image-force lowering
def image_lowering(field):
    return np.sqrt(q * field / (4 * np.pi * EPS))


_, bend0, field0, width0, vd0 = contact(0.45)
scan = minimize_scalar(
    lambda lx: q / (16*np.pi*EPS*np.exp(lx)) + field0*np.exp(lx),
    bounds=(np.log(1e-10), np.log(1e-6)), method="bounded",
    options={"xatol": 1e-9})
assert abs(scan.fun / image_lowering(field0) - 1) < 1e-6


def biased_contact(v2):
    jb_v, _, field, _, _ = contact(0.45, v2)
    gain = np.exp((image_lowering(field) - image_lowering(field0)) / VT)
    return -jb_v * gain * np.expm1(-v2 / VT)


def biased_cell(v):
    def gap(v2):
        j = biased_contact(v2)
        return N1*VT*np.log1p((j + JL)/J0) + v2 + j*RS - v
    v2 = brentq(gap, 0.0, 1.0, xtol=1e-13)
    return biased_contact(v2), v2


v_soft = np.arange(0.82, 1.201, 0.01)
j_soft = np.array([biased_cell(v)[0] for v in v_soft])
slope_soft = np.gradient(j_soft, v_soft)
assert slope_soft[-1] < 0.5 * slope_soft.max()

# Sizes of further neglected effects at 1.2 V
j12, v2_12 = biased_cell(1.2)
v1_12 = 1.2 - v2_12 - j12 * RS
_, bend12, field12, w_back, _ = contact(0.45, v2_12)
w_main = np.sqrt(2 * EPS * (V_BI - v1_12) / (q * DOPING))
neutral = THICK - w_back - w_main
assert neutral > 0
diff_n = MU_N * VT
length = np.sqrt(diff_n * TAU_N)
# Electron leakage: finite differences for n'' = n/L^2, n = 1 and 0 at ends
m = 4001
dx = neutral / (m - 1)
bands = np.zeros((3, m - 2))
bands[0, 1:] = 1
bands[1] = -2 - (dx / length)**2
bands[2, :-1] = 1
rhs = np.zeros(m - 2)
rhs[0] = -1
n_last = solve_banded((1, 1), bands, rhs)[-1]
leak = 1 / (length * np.sinh(neutral / length))
assert abs(n_last / dx / leak - 1) < 1e-4
ni2 = band_density(M_E, T) * nv300 * np.exp(-GAP / VT)
j_electron = 0.1*q*diff_n*ni2/DOPING*leak*np.expm1(v1_12/VT)
e00 = hbar / 2 * np.sqrt(DOPING / (M_H * EPS))
wkb = 2 * w_back * quad(
    lambda s: np.sqrt(2*M_H*q*bend12*(1-s)**2) / hbar, 0, 1)[0]
assert abs(wkb * e00 / bend12 - 1) < 1e-8
assert e00 < 0.1 * VT
tail = np.sqrt(quad(lambda u: -np.expm1(-u/VT), 0, bend0)[0] / bend0)
cold, warm = contact(0.45, temp=270.0)[0], contact(0.45, temp=330.0)[0]
assert cold < jb < warm

print(f"Inputs: T = {T:.0f} K, kT/q = {1e3*VT:.2f} mV")
print(f"JL = {JL:.1f} mA/cm2, J0 = {J0:.1e} mA/cm2")
print(f"n1 = {N1}, n2 = {N2}, Rs = {1e3*RS:.1f} ohm cm2")
print(f"Hole density = {DOPING/1e6:.1e} cm-3, mobility = {MU_P*1e4:.0f} cm2/Vs")
print(f"Hole mass = {M_H/sc.m_e:.1f} m_e, permittivity = {EPS/sc.epsilon_0:.0f}")
print(f"Absorber = {THICK*1e6:.1f} um, gap = {GAP} eV, built-in = {V_BI} V")
print(f"Electrons: mass {M_E/sc.m_e:.1f} m_e, mobility {MU_N*1e4:.0f} cm2/Vs,"
      f" lifetime {TAU_N*1e9:.0f} ns")
print(f"Valence density of states Nv = {nv300/1e6:.3e} cm-3")
print(f"Open-circuit voltage = {voc_formula:.4f} V (all barriers)")
print(f"Fill factor without back barrier = {100*ff_free:.2f} %")
for phi, jbr, jr, vr, rr, ffr, vmp in rows:
    print(f"Barrier {phi:.2f} eV: Jb = {jbr:.2f} mA/cm2,"
          f" zero-current R = {rr:.2f} ohm cm2")
    print(f"  bend at J* = {jr:.2f} mA/cm2, V* = {vr:.4f} V;"
          f" fill factor = {100*ffr:.2f} %")
print("Barrier 0.45 eV from here on")
print(f"Emission velocity vR = {100*v_r:.3e} cm/s")
print(f"Diffusion velocity vD = {100*vd0:.3e} cm/s (zero bias)")
print(f"Jb by emission alone = {0.1*q*nv300*v_r*np.exp(-0.45/VT):.1f} mA/cm2")
print(f"Jb at 270 K = {cold:.2f}, at 330 K = {warm:.2f} mA/cm2")
j_mp, v1_mp, v2_mp = solve_circuit(rows[1][6], jb)
print(f"Maximum power: V = {rows[1][6]:.4f} V, J = {j_mp:.2f} mA/cm2,"
      f" V2 = {1e3*v2_mp:.1f} mV")
for v in (0.8, 0.9, 1.0, 1.2):
    j, v1, v2 = solve_circuit(v, jb)
    print(f"V = {v:.1f} V light: J = {j:.2f} mA/cm2,"
          f" V1 = {v1:.4f} V, V2 = {v2:.4f} V")
for v in (0.8, 1.0, 1.2):
    print(f"V = {v:.1f} V dark: J = {solve_circuit(v, jb, jl=0.0)[0]:.2f} mA/cm2")
for v in (0.9, 1.0, 1.2):
    print(f"V = {v:.1f} V: J with resistor only ="
          f" {solve_circuit(v, OPEN, rs=r_only)[0]:.2f} mA/cm2,"
          f" with bias-dependent Jb = {biased_cell(v)[0]:.2f} mA/cm2")
print(f"Bias-dependent slope: greatest {slope_soft.max():.1f},"
      f" at 1.2 V {slope_soft[-1]:.1f} mA/cm2 per V")
print("Neglected effects, sized at 1.2 V with bias-dependent Jb:")
print(f"V1 = {v1_12:.4f} V, V2 = {v2_12:.4f} V")
print(f"Image lowering: {1e3*image_lowering(field0):.2f} mV at V2 = 0,"
      f" {1e3*image_lowering(field12):.2f} mV at 1.2 V")
print(f"Electron current at back metal = {j_electron:.3f} mA/cm2")
print(f"Tunnelling energy E00 = {1e3*e00:.3f} meV")
print(f"Peak contact field = {field12/1e8:.4f} MV/cm")
print(f"Depletion widths: back {w_back*1e6:.2f} um, main {w_main*1e6:.2f} um")
print(f"Degeneracy measure p/Nv = {DOPING/nv300:.1e}")
print(f"Zero-bias band bending = {bend0:.4f} V;"
      f" field with hole tail / without = {tail:.3f}")
print("all assertions hold")
```

Output:

```
Inputs: T = 300 K, kT/q = 25.85 mV
JL = 25.0 mA/cm2, J0 = 2.0e-08 mA/cm2
n1 = 1.5, n2 = 1.0, Rs = 1.0 ohm cm2
Hole density = 5.0e+14 cm-3, mobility = 50 cm2/Vs
Hole mass = 0.8 m_e, permittivity = 10
Absorber = 4.0 um, gap = 1.5 eV, built-in = 1.1 V
Electrons: mass 0.1 m_e, mobility 300 cm2/Vs, lifetime 1 ns
Valence density of states Nv = 1.796e+19 cm-3
Open-circuit voltage = 0.8123 V (all barriers)
Fill factor without back barrier = 78.67 %
Barrier 0.40 eV: Jb = 106.97 mA/cm2, zero-current R = 0.24 ohm cm2
  bend at J* = 47.65 mA/cm2, V* = 0.9165 V; fill factor = 78.07 %
Barrier 0.45 eV: Jb = 18.88 mA/cm2, zero-current R = 1.37 ohm cm2
  bend at J* = -0.84 mA/cm2, V* = 0.8090 V; fill factor = 76.24 %
Barrier 0.50 eV: Jb = 3.13 mA/cm2, zero-current R = 8.26 ohm cm2
  bend at J* = -9.51 mA/cm2, V* = 0.7481 V; fill factor = 72.25 %
Barrier 0.45 eV from here on
Emission velocity vR = 3.008e+06 cm/s
Diffusion velocity vD = 2.586e+05 cm/s (zero bias)
Jb by emission alone = 238.5 mA/cm2
Jb at 270 K = 2.56, at 330 K = 93.46 mA/cm2
Maximum power: V = 0.6580 V, J = -23.53 mA/cm2, V2 = -20.9 mV
V = 0.8 V light: J = -3.12 mA/cm2, V1 = 0.8071 V, V2 = -0.0040 V
V = 0.9 V light: J = 16.34 mA/cm2, V1 = 0.8318 V, V2 = 0.0519 V
V = 1.0 V light: J = 18.82 mA/cm2, V1 = 0.8340 V, V2 = 0.1472 V
V = 1.2 V light: J = 18.88 mA/cm2, V1 = 0.8341 V, V2 = 0.3470 V
V = 0.8 V dark: J = 9.20 mA/cm2
V = 1.0 V dark: J = 18.86 mA/cm2
V = 1.2 V dark: J = 18.88 mA/cm2
V = 0.9 V: J with resistor only = 25.52 mA/cm2, with bias-dependent Jb = 18.53 mA/cm2
V = 1.0 V: J with resistor only = 59.34 mA/cm2, with bias-dependent Jb = 26.60 mA/cm2
V = 1.2 V: J with resistor only = 133.44 mA/cm2, with bias-dependent Jb = 35.12 mA/cm2
Bias-dependent slope: greatest 252.3, at 1.2 V 38.1 mA/cm2 per V
Neglected effects, sized at 1.2 V with bias-dependent Jb:
V1 = 0.8463 V, V2 = 0.3186 V
Image lowering: 9.05 mV at V2 = 0, 11.69 mV at 1.2 V
Electron current at back metal = 0.692 mA/cm2
Tunnelling energy E00 = 0.147 meV
Peak contact field = 0.0095 MV/cm
Depletion widths: back 1.05 um, main 0.75 um
Degeneracy measure p/Nv = 2.8e-05
Zero-bias band bending = 0.1788 V; field with hole tail / without = 0.925
all assertions hold
```
